# Metal hydride hydricity in acetonitrile from acidity and two-electron potential

## A case that can be seen through

The hydricity of a species is the standard free energy needed to remove a hydride ion, H⁻, from it. A small hydricity means a strong hydride donor. Take dihydrogen as the donor:

$$\mathrm{H_2\to H^+ + H^-}.$$

The same equation describes H₂ as an acid: it loses H⁺ and leaves its conjugate base H⁻. Its hydricity is therefore $RT\ln 10$ times its formal pKa.

Now take the longer road. Remove a proton from H₂, leaving H⁻. Oxidize this H⁻ by two electrons to H⁺. Then use the two electrons to reduce the first proton to H⁻. The second and third steps are opposites, so their free energies cancel and the acidity term is left.

In a metal hydride the fragment left after proton loss is a metal complex instead of H⁻. Its oxidation no longer cancels the reduction of the proton, and the sum of these two free energies adds to the acidity term.

## Conventions and theorem

Let MH⁺ be a metal hydride, M⁰ its conjugate base, and M⁺ and M²⁺ the one- and two-electron oxidation products of M⁰. The superscripts are total charges. For a hydride of charge $z$, the conjugate base has charge $z-1$ and the product of hydride loss $z+1$; the argument is unchanged.

Molar standard free energies are written $\mu(X)$. Solutes have an ideal-dilute standard state of 1 mol/L, and H₂ gas one of 1 atm. All potentials are reduction potentials against ferrocenium/ferrocene, Fc⁺/Fc. At 0 V an electron is in equilibrium with this couple in its standard state, and raising the potential by $E$ lowers the free energy of the negatively charged electron by $FE$:

$$\mu_e(E)=\mu(\mathrm{Fc})-\mu(\mathrm{Fc^+})-FE. \tag{1}$$

The assumptions are:

1. All quantities refer to acetonitrile at one temperature and in one medium.
2. The potentials are equilibrium potentials.
3. M²⁺ denotes the same species, or the same equilibrated mixture of species, in the oxidation and in the hydride transfer.

**Theorem.** Under these assumptions the free energy of $\mathrm{MH^+\to M^{2+}+H^-}$ is

$$\Delta G_{\mathrm{H^-}}=RT\ln 10\;\mathrm{p}K_a+2FE^\circ+G_{\mathrm{HH}}. \tag{2}$$

Here pKa belongs to MH⁺, $E^\circ$ is the two-electron potential of M²⁺/M⁰, and $G_{\mathrm{HH}}$ is the free energy of $\mathrm{H^+ +2e^-\to H^-}$ with the electrons at 0 V.

## Lemma 1: the combination of steps

Consider

$$\begin{aligned}
\text{(a)}\quad &\mathrm{MH^+\to M^0+H^+},\\
\text{(b)}\quad &\mathrm{M^0\to M^{2+}+2e^-},\\
\text{(c)}\quad &\mathrm{H^++2e^-\to H^-}.
\end{aligned}$$

Hydride release is their sum with weights 1, 1, 1, and no other weights give it.

**Proof.** Let the weights be $a,b,c$. One MH⁺ must be consumed, so $a=1$. One M²⁺ and one H⁻ must be formed, so $b=1$ and $c=1$. The remaining species then balance: M⁰ appears $a-b=0$ times, H⁺ appears $a-c=0$ times, and electrons appear $2b-2c=0$ times. ∎

## Lemma 2: the acidity term

The free energy of step (a) is $\Delta G_a=RT\ln10\;\mathrm{p}K_a$.

**Proof.** With concentrations in units of 1 mol/L, $K_a=[\mathrm{M^0}][\mathrm{H^+}]/[\mathrm{MH^+}]$. Since $\Delta G_a=-RT\ln K_a$ and $\ln K_a=\ln10\,\log_{10}K_a=-\ln10\;\mathrm{p}K_a$, the result follows. ∎

Free protons need not be measured. For the exchange $\mathrm{MH^++B\rightleftharpoons M^0+BH^+}$ with a base B,

$$K=\frac{[\mathrm{M^0}][\mathrm{BH^+}]}{[\mathrm{MH^+}][\mathrm{B}]}=\frac{K_a(\mathrm{MH^+})}{K_a(\mathrm{BH^+})},$$

because [H⁺] cancels in the ratio. Taking $-\log_{10}$ of both sides gives

$$\mathrm{p}K_a(\mathrm{MH^+})=\mathrm{p}K_a(\mathrm{BH^+})-\log_{10}K.$$

## Lemma 3: the two-electron potential

The free energy of step (b), with electrons delivered at 0 V, is $\Delta G_b=2FE^\circ$, where

$$E^\circ=\tfrac12\left[E(\mathrm{II/I})+E(\mathrm{I/0})\right]. \tag{3}$$

The labels II, I and 0 stand for M²⁺, M⁺ and M⁰.

**Proof.** At $E(\mathrm{I/0})$ the oxidation $\mathrm{M^0\to M^++e^-}$ has zero standard free energy:

$$\mu(\mathrm{M^+})+\mu_e(0)-FE(\mathrm{I/0})-\mu(\mathrm{M^0})=0.$$

Hence, at 0 V, this oxidation costs $\mu(\mathrm{M^+})+\mu_e(0)-\mu(\mathrm{M^0})=FE(\mathrm{I/0})$. In the same way, $\mathrm{M^+\to M^{2+}+e^-}$ costs $FE(\mathrm{II/I})$. Adding the two gives

$$\Delta G_b=F[E(\mathrm{II/I})+E(\mathrm{I/0})]=2FE^\circ.\qquad ∎$$

The sign is positive because $E^\circ$ is a reduction potential while step (b) is an oxidation: a very negative $E^\circ$ belongs to an easily oxidized conjugate base.

At electrode potential $E$, equilibrium between M⁰ and M²⁺ requires

$$\mu(\mathrm{M^{2+}})+RT\ln[\mathrm{M^{2+}}]+2\mu_e(E)=\mu(\mathrm{M^0})+RT\ln[\mathrm{M^0}].$$

Since $\mu(\mathrm{M^{2+}})-\mu(\mathrm{M^0})+2\mu_e(E)=2F(E^\circ-E)$, this becomes

$$\frac{[\mathrm{M^{2+}}]}{[\mathrm{M^0}]}=e^{2F(E-E^\circ)/RT}.$$

The two concentrations are equal at $E^\circ$, whichever one-electron potential is higher. The order does decide the fate of M⁺. The reaction $\mathrm{2M^+\to M^{2+}+M^0}$ has free energy $F[E(\mathrm{II/I})-E(\mathrm{I/0})]$. If this is positive, M⁺ is favoured over its disproportionation products under standard conditions; if negative, the products are favoured. The mean in (3) holds in both cases.

## Lemma 4: turning a proton into a hydride

Let $\Delta G_{\mathrm{het}}$ be the free energy of $\mathrm{H_2\to H^++H^-}$. Then

$$G_{\mathrm{HH}}=\Delta G_{\mathrm{het}}-2FE^\circ(\mathrm{H^+/H_2}). \tag{4}$$

**Proof.** The reduction $\mathrm{2H^++2e^-\to H_2}$, with electrons at 0 V, has free energy $-2FE^\circ(\mathrm{H^+/H_2})$. Add $\mathrm{H_2\to H^++H^-}$. Dihydrogen and one proton cancel, leaving $\mathrm{H^++2e^-\to H^-}$. ∎

## Proof of the theorem

By Lemma 1, $\Delta G_{\mathrm{H^-}}=\Delta G_a+\Delta G_b+\Delta G_c$. Lemmas 2 and 3 give the first two terms, and $\Delta G_c=G_{\mathrm{HH}}$ by definition. Their sum is (2). Written in species free energies, it is

$$\begin{aligned}
&[\mu(\mathrm{M^0})+\mu(\mathrm{H^+})-\mu(\mathrm{MH^+})]
+[\mu(\mathrm{M^{2+}})+2\mu_e(0)-\mu(\mathrm{M^0})]\\
&\quad+[\mu(\mathrm{H^-})-\mu(\mathrm{H^+})-2\mu_e(0)]
=\mu(\mathrm{M^{2+}})+\mu(\mathrm{H^-})-\mu(\mathrm{MH^+}),
\end{aligned}$$

which is the definition of hydricity. ∎

**Remark on the reference electrode.** Let a new reference lie $\delta$ volts above the old one. Every potential becomes $E-\delta$, so the second term of (2) changes by $-2F\delta$. An electron at the new zero has free energy $\mu_e(0)-F\delta$, so $G_{\mathrm{HH}}$ changes by $+2F\delta$. The hydricity is unchanged, provided that both quantities are converted.

## When the oxidized complex binds solvent

Suppose M²⁺ can bind an acetonitrile molecule with free energy $g$, the solvent being at its fixed activity. At equilibrium the bound concentration is $e^{-g/RT}$ times the free concentration, so the total is

$$c=c_{\mathrm{free}}\left(1+e^{-g/RT}\right).$$

The chemical potential of the free form, which at equilibrium equals that of the bound form minus that of the solvent, is

$$\mu_{\mathrm{free}}+RT\ln c_{\mathrm{free}}
=\mu_{\mathrm{free}}-RT\ln\left(1+e^{-g/RT}\right)+RT\ln c.$$

The effective standard free energy of M²⁺, and with it the hydricity, is lowered by $RT\ln(1+e^{-g/RT})$. For weak binding, $g\gg RT$, the shift vanishes. For strong binding, $-g\gg RT$, it approaches $-g$.

An equilibrium measurement of $E^\circ$ contains the same lowering, because $2FE^\circ$ contains the free energy of M²⁺. Equation (2) then needs no correction. If the measurement is too fast for binding to occur, assumption 3 fails, and (2) gives the hydricity for forming unbound M²⁺.

## Two uses of the hydricity

**Hydride exchange.** For $\mathrm{MH^++A^+\to M^{2+}+AH}$, subtract the hydride release of AH from that of MH⁺:

$$\Delta G_{\mathrm{ex}}=\Delta G_{\mathrm{H^-}}(\mathrm{MH^+})-\Delta G_{\mathrm{H^-}}(\mathrm{AH}). \tag{5}$$

**Hydrogen release and uptake.** For $\mathrm{MH^++BH^+\to M^{2+}+B+H_2}$, add hydride release and the deprotonation of BH⁺, then subtract the splitting of H₂:

$$\Delta G_{\mathrm{rel}}=\Delta G_{\mathrm{H^-}}+RT\ln10\;\mathrm{p}K_a(\mathrm{BH^+})-\Delta G_{\mathrm{het}}. \tag{6}$$

Setting this to zero gives the threshold acid,

$$\mathrm{p}K_a^{*}=\frac{\Delta G_{\mathrm{het}}-\Delta G_{\mathrm{H^-}}}{RT\ln10}. \tag{7}$$

Under standard conditions, an acid with a lower pKa favours release of H₂. A base whose conjugate acid has a higher pKa favours MH⁺ over M²⁺ and H₂. This comparison leaves out the other forms of the metal: if that pKa exceeds the pKa of MH⁺, the base deprotonates the hydride to M⁰, and M⁺ may compete where it is stable. At other concentrations or pressures, $RT\ln Q$, with $Q$ the reaction quotient, must be added to (6).

Substituting (2) and (4) into (7) cancels $\Delta G_{\mathrm{het}}$:

$$RT\ln10\;\mathrm{p}K_a^{*}=2F\left[E^\circ(\mathrm{H^+/H_2})-E^\circ\right]-RT\ln10\;\mathrm{p}K_a(\mathrm{MH^+}).$$

An error in the heterolysis free energy therefore does not move the threshold if $G_{\mathrm{HH}}$ is built from that same value. An error in $E^\circ(\mathrm{H^+/H_2})$ does: at 298.15 K, 0.03 V moves the threshold by one pKa unit.

## Worked example

The inputs are round, rough values in the regime of a nickel bis(diphosphine) hydride, not data for a particular compound:

- pKa = 14.0
- $E(\mathrm{II/I})=-0.70$ V and $E(\mathrm{I/0})=-0.90$ V
- $G_{\mathrm{HH}}=80.0$ kcal/mol and $\Delta G_{\mathrm{het}}=76.0$ kcal/mol

By (4), the last two imply $E^\circ(\mathrm{H^+/H_2})=(76.0-80.0)/46.121=-0.087$ V. At 298.15 K, $RT\ln10=1.3642$ kcal/mol and $2F=46.121$ kcal/mol per volt. The mean potential is $-0.80$ V, so

$$\begin{aligned}
RT\ln10\;\mathrm{p}K_a&=1.3642\times14.0=19.10\ \text{kcal/mol},\\
2FE^\circ&=46.121\times(-0.80)=-36.90\ \text{kcal/mol},\\
\Delta G_{\mathrm{H^-}}&=19.10-36.90+80.0=62.20\ \text{kcal/mol}.
\end{aligned}$$

This is 260.3 kJ/mol, or 2.697 eV per molecule. Putting $E(\mathrm{II/I})$ in place of the mean would raise the result by $46.121\times0.10=4.61$ kcal/mol.

Let the acceptor's reduced form AH have a hydricity of 64.0 kcal/mol. Equation (5) gives $\Delta G_{\mathrm{ex}}=-1.80$ kcal/mol and, with the unrounded value $-1.797$ kcal/mol, $K=e^{-\Delta G_{\mathrm{ex}}/RT}=20.8$. Starting from equal concentrations of MH⁺ and A⁺, with no products, a converted fraction $x$ satisfies $K=x^2/(1-x)^2$. Since $0<x<1$, taking the positive square root of both sides gives

$$x=\frac{\sqrt K}{1+\sqrt K}=0.82.$$

The exchange is favourable but incomplete. The figures are sensitive to the inputs: the uncertainties assumed below for the pKa and the two potentials of MH⁺ alone, 0.77 kcal/mol together, spread $x$ from about 0.70 to 0.90.

The threshold is $\mathrm{p}K_a^*=(76.0-62.20)/1.3642=10.1$. The hydride's own pKa is higher. With MH⁺ itself as the acid, (6) gives $62.20+19.10-76.0=5.30$ kcal/mol for $\mathrm{2MH^+\to M^{2+}+M^0+H_2}$, so this self-reaction is unfavourable under standard conditions. These are not the most stable products, however. Since $E(\mathrm{II/I})>E(\mathrm{I/0})$, M²⁺ and M⁰ combine to 2M⁺ with $-4.61$ kcal/mol, and $\mathrm{2MH^+\to 2M^++H_2}$ costs only $5.30-4.61=0.69$ kcal/mol. At equilibrium under 1 atm of H₂, about a third of M⁺ and MH⁺ together is M⁺, and below about 0.3 atm M⁺ exceeds the hydride.

## How far the number can be trusted

**Input uncertainty.** Since $2FE^\circ=F[E(\mathrm{II/I})+E(\mathrm{I/0})]$, independent standard uncertainties combine as

$$\sigma^2=(RT\ln10\,\sigma_{\mathrm{p}K})^2+2(F\sigma_E)^2+\sigma_G^2.$$

Assumed values of 0.3 in pKa, 0.02 V in each potential and 1.0 kcal/mol in $G_{\mathrm{HH}}$ give $\sigma=1.26$ kcal/mol. The constant contributes most. In (5) its error cancels if both hydricities were obtained with the same constant.

**Electrolyte.** The size of this effect can be estimated from linear screening theory. Let $a$ be the closest distance to which the centres of other ions can approach a unit charge. Beyond it, the potential in units of $k_BT/e$ obeys $(r\phi)''=\kappa^2r\phi$. The decaying solution with $r^2\phi'=-l_B$ at $r=a$ is

$$\phi=\frac{l_B\,e^{-\kappa(r-a)}}{r(1+\kappa a)}.$$

Here $l_B$ is the Bjerrum length, at which two unit charges interact with energy $k_BT$, and $1/\kappa$ is the screening length. Subtracting the ion's own potential $l_B/a$ at $r=a$ leaves $-l_B\kappa/(1+\kappa a)$. Charging the ion gradually supplies a factor ½, and the work scales as the square of its charge number $z$:

$$\ln\gamma=-\frac{z^2l_B\kappa}{2(1+\kappa a)}.$$

For a rough permittivity of 36, an ionic strength of 0.10 mol/L and a closest approach $a=5.0$ Å for every ion, $l_B=15.6$ Å and $1/\kappa=6.5$ Å. A unit charge then has $\ln\gamma=-0.676$. Hydride release changes the sum of squared charges by $4+1-1=4$, so its free energy shifts by $4RT\ln\gamma=-1.60$ kcal/mol relative to infinite dilution.

The oxidation against ferrocenium, $\mathrm{M^0+2Fc^+\to M^{2+}+2Fc}$, has a change of $4-2=2$ and carries $-0.80$ kcal/mol. The acidity step has a change of zero, and $G_{\mathrm{HH}}$ carries the other half. In this linear estimate, with one closest approach for all ions, combining a potential measured in electrolyte with a constant for infinite dilution therefore includes half the shift. With unequal sizes the split changes: for 10 Å (metal complexes), 6 Å (ferrocenium) and 5 Å (H⁺ and H⁻) the oxidation carries about 0.3 of the total, and the acidity step no longer has zero shift. The estimate depends on ion size: for bulkier ions with $a=10$ Å the full shift would be $-1.12$ kcal/mol. Because $l_B$ exceeds the assumed closest approach, the linear theory is a rough guide here, and ion pairing is left out.

**Solvent binding and temperature.** An assumed binding free energy of $-1.0$ kcal/mol lowers the hydricity by 1.10 kcal/mol. The shift exceeds 1.0 because the unbound form also remains populated. For a 25 K rise, $d\Delta G/dT=-\Delta S$ and an assumed entropy of magnitude 20 cal/(mol K) give a change of magnitude 0.50 kcal/mol. Updating $RT\ln10$ while keeping the old pKa and potentials does not give this change, since those inputs also depend on temperature.

**The real case.** Hydricities reported for nickel bis(diphosphine) hydrides in acetonitrile run very roughly from 50 to 67 kcal/mol, so the example falls in the weaker-donor half of that range. Real measurements can break the assumption of equilibrium potentials, for instance when an oxidation wave is irreversible. An error of 0.05 V in the mean potential then moves the hydricity by 2.3 kcal/mol, more than any of the shifts estimated above for electrolyte, solvent binding and temperature. The result is also a free energy, not a rate: a favourable exchange may still be slow.

Numerical values quoted here were computed with a short program.
